\section*{Small Overlap Eigenvalues Push the PAW Spectrum above the Cutoff Energy}

\section{The result}

In a plane-wave PAW calculation one solves
\begin{equation}
\tilde H c=\lambda S c ,
\label{gep}
\end{equation}
and a solver based on Chebyshev filtering needs an upper edge of the spectrum of $S^{-1}\tilde H$. The cutoff energy $E_{\rm cut}$ need not be that edge. It limits the kinetic energy $k^2/2$ of the plane waves, whereas $\lambda$ is an energy divided by the PAW norm $c^\dagger Sc$, which can be much smaller than $c^\dagger c$.

Let $S$ be positive definite, with smallest eigenvalue $s_{\min}$ and corresponding unit eigenvector $w$. Let $\varepsilon_0$ be the lowest eigenvalue of (\ref{gep}), put $A=\tilde H-\varepsilon_0S$, and call the largest eigenvalue of $A$ $a_{\max}$. Then
\begin{equation}
\varepsilon_0+\frac{w^\dagger Aw}{s_{\min}}\;\le\;\lambda_{\max}\;\le\;\varepsilon_0+\frac{a_{\max}}{s_{\min}} .
\label{main}
\end{equation}
A small $s_{\min}$ therefore drives $\lambda_{\max}$ up, provided that $w^\dagger Aw$ does not vanish along with it. In the model below, $E_{\rm cut}=10$ Ha and $\lambda_{\max}=32.04$ Ha (871.8 eV). A few Lanczos steps in the $S$-inner product bound $\lambda_{\max}$ from both sides, the upper bound holding with a chosen probability.

\section{The counter-example}

\subsection{The model}

Hartree atomic units are used. The PAW overlap is $S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|$, where $p_i$ are projectors and $q_{ij}$ is the overlap of two all-electron partial waves minus that of their smooth partners. A negative $q$ means that the smooth wave carries more norm than the wave it represents. One projector suffices here:
\begin{equation}
S=1+q|p\rangle\langle p|,\qquad \tilde H=K+V+D|p\rangle\langle p| ,
\end{equation}
with $K$ the kinetic energy. The parameters are round model values, not taken from a PAW dataset; the model shows that the effect can occur, not how small $s_{\min}$ is for a given dataset. The cell is a cube of side 6 bohr, with volume $\Omega=216$ bohr$^3$. The potential is a periodically repeated well $V(r)=-V_0e^{-r^2/2a^2}$, with $V_0=2$ Ha and $a=1$ bohr. The projector is $p(r)=(\pi b^2)^{-3/4}e^{-r^2/2b^2}$, with $b=0.5$ bohr. Gaussian integration gives the matrix elements
\begin{align}
V_{GG'}&=-\frac{V_0(2\pi a^2)^{3/2}}{\Omega}\,e^{-a^2|G-G'|^2/2},\\
p_G&=\frac{(4\pi b^2)^{3/4}}{\sqrt\Omega}\,e^{-b^2G^2/2}.
\end{align}
They are real, so all vectors can be taken real. The cutoff admits $N=341$ plane waves at zero Bloch vector, the largest kinetic energy among them being $T_{\max}=9.870$ Ha. The basis holds most of the projector's norm: $n_p=\sum_Gp_G^2=0.9834$.

To change $S$ without disturbing the state of interest, let $H_0=K+V+D_0|p\rangle\langle p|$ with $D_0=0.5$ Ha, let $\varepsilon_0$ be its lowest eigenvalue, and choose $D=D_0+\varepsilon_0q$. Then
\begin{align}
\tilde H-\varepsilon_0S
&=K+V+(D_0+\varepsilon_0q)|p\rangle\langle p|-\varepsilon_0-\varepsilon_0q|p\rangle\langle p|\nonumber\\
&=H_0-\varepsilon_0=A .
\label{A}
\end{align}
The terms in $q$ cancel. The ground vector of $H_0$ is annihilated by $A$, so it solves (\ref{gep}) at $\varepsilon_0$ for every $q$. Since $A\ge0$ and $S>0$, no eigenvalue lies below $\varepsilon_0$. Diagonalization gives $\varepsilon_0=-0.2781$ Ha.

\subsection{Without augmentation}

For $q=0$ the cutoff is a fair estimate. A plane wave with kinetic energy $T_{\max}$ has expectation value $T_{\max}+V_{GG}+D_0p_G^2$, a lower bound on the top of $H_0$. Because $V\le0$, the top is at most $T_{\max}+D_0n_p$. With $V_{GG}=-0.146$ Ha, the top lies between 9.72 and 10.36 Ha; diagonalization gives 9.758 Ha.

\subsection{With a small overlap eigenvalue}

Since $Sp=(1+qn_p)p$, and $S$ acts as unity on vectors orthogonal to $p$, for $q<0$
\begin{equation}
s_{\min}=1+qn_p,\qquad w=p/\sqrt{n_p}.
\end{equation}
Positive definiteness requires $qn_p>-1$. For $q=-0.95$,
\begin{align}
s_{\min}&=1-0.95\times0.9834=0.0658,\\
D&=0.5+(-0.2781)(-0.95)=0.764\ {\rm Ha}.
\end{align}
The soft direction has $a_w\equiv w^\dagger Aw=1.981$ Ha, an ordinary energy. Taking $w$ as trial vector already refutes the identification with the cutoff:
\begin{equation}
\lambda_{\max}\ge-0.278+\frac{1.981}{0.0658}\simeq29.8\ {\rm Ha}.
\end{equation}
Diagonalizing the full problem for several $q$ gives, in Ha where a unit applies:

\begin{center}
\begin{tabular}{rrrr}
$q$ & $s_{\min}$ & lower bound & $\lambda_{\max}$\\
$-0.50$ & 0.508 & 3.62 & 9.77\\
$-0.90$ & 0.115 & 16.96 & 19.33\\
$-0.95$ & 0.066 & 29.85 & 32.04\\
$-0.98$ & 0.036 & 54.36 & 56.46
\end{tabular}
\end{center}

The lowest eigenvalue stays at $-0.2781$ Ha throughout. A sound ground state thus says nothing about the top. At $q=-0.5$ the bound is weak and the top has barely moved: the overlap eigenvalue must be small enough for $a_w/s_{\min}$ to compete with the cutoff. The upper bound in (\ref{main}) is safe but loose, 152 Ha at $q=-0.95$, because it combines the stiffest direction of $A$ with the softest of $S$.

\subsection{Where the outlier comes from}

Write $\mu=\lambda-\varepsilon_0$. Equation (\ref{gep}) becomes $Ax=\mu Sx$, or, for $q<0$,
\begin{equation}
(\mu-A)x=\mu|q|\,p\,\langle p|x\rangle .
\label{x}
\end{equation}
For $\mu>a_{\max}$ the matrix $\mu-A$ is invertible, and $\langle p|x\rangle$ cannot vanish, since otherwise $x=0$. Applying $\langle p|(\mu-A)^{-1}$ and dividing by $\langle p|x\rangle$ gives
\begin{equation}
1=\mu|q|\,\langle p|(\mu-A)^{-1}|p\rangle .
\label{sec}
\end{equation}
When $s_{\min}$ is small and $a_w$ is not, the root is large and the inverse may be expanded in $A/\mu$. With $a_2=w^\dagger A^2w$ and $|q|n_p=1-s_{\min}$,
\begin{equation}
1=(1-s_{\min})\left(1+\frac{a_w}{\mu}+\frac{a_2}{\mu^2}+\dots\right).
\end{equation}
Subtracting $1-s_{\min}$ and multiplying by $\mu/s_{\min}$ gives
\begin{equation}
\mu=\frac{1-s_{\min}}{s_{\min}}\left(a_w+\frac{a_2}{\mu}+\dots\right).
\end{equation}
Inserting $\mu\simeq a_w/s_{\min}$ on the right yields
\begin{equation}
\mu=\frac{a_w}{s_{\min}}+\frac{a_2-a_w^2}{a_w}+O(s_{\min}).
\end{equation}
The first term is the lower bound in (\ref{main}). The second is the variance of $A$ in the state $w$ divided by its mean, so the gap between $\lambda_{\max}$ and the bound should tend to a constant. Here that constant is 2.01 Ha. In the last three rows of the table the gap is 2.37, 2.19 and 2.10 Ha, approaching it from above.

\subsection{Changing the cutoff}

Now keep $q=-0.95$ and $D=0.764$ Ha fixed and change only the basis. Cutoffs of 5, 10 and 20 Ha give $\lambda_{\max}=8.55$, 32.04 and 44.14 Ha, or 1.71, 3.20 and 2.21 times the cutoff. The ratio is not constant, and a safety factor read off at 5 Ha would fail at 10 Ha. A small basis does not resolve the projector: $s_{\min}$ is 0.201 at 5 Ha, 0.066 at 10 Ha and 0.050 at 20 Ha, approaching $1+q=0.05$ as $n_p\to1$. A test at a low cutoff can therefore understate the problem. Once the projector is resolved the outlier stops moving: it lies at 44.34 Ha for cutoffs of 30 and 40 Ha. At 50 and 60 Ha the kinetic top has passed it and $\lambda_{\max}$ is again close to the cutoff (49.8 and 59.6 Ha). In this model the mismatch is confined to cutoffs below the converged outlier.

\section{The general statement and its proof}

Let $\tilde H$ be Hermitian and $S$ Hermitian and positive definite, with any number of projectors. Setting $y=S^{1/2}c$ turns (\ref{gep}) into the ordinary Hermitian problem $S^{-1/2}\tilde HS^{-1/2}y=\lambda y$. Its eigenvalues are real, and its Rayleigh quotient, written in terms of $c$, is
\begin{equation}
R(c)=\frac{c^\dagger\tilde Hc}{c^\dagger Sc},\qquad \varepsilon_0\le R(c)\le\lambda_{\max}.
\end{equation}
The left inequality says $c^\dagger Ac\ge0$ for all $c$. Subtracting $\varepsilon_0$ from the quotient gives
\begin{equation}
\lambda_{\max}-\varepsilon_0=\max_{c\ne0}\frac{c^\dagger Ac}{c^\dagger Sc}.
\label{ray}
\end{equation}
The trial vector $c=w$ has $w^\dagger Sw=s_{\min}$ and proves the lower bound in (\ref{main}). For the upper bound, use $c^\dagger Ac\le a_{\max}c^\dagger c$ and $c^\dagger Sc\ge s_{\min}c^\dagger c$; as $A\ge0$, the two inequalities may be divided.

\textbf{When the top does not rise.} Suppose the augmentation acts along the normalized ground vector $x_0$ of $H_0$, so that $S=1+q|x_0\rangle\langle x_0|$ and $\tilde H=H_0+\varepsilon_0q|x_0\rangle\langle x_0|$. Again $A=H_0-\varepsilon_0$, but now $Ax_0=0$. The other eigenvectors of $H_0$ are orthogonal to $x_0$, so $S$ leaves them alone and their eigenvalues stay put. With $q=-0.95$ one has $s_{\min}=0.05$, yet the top remains at 9.758 Ha. A small $s_{\min}$ alone is thus not enough. Likewise, if $S\ge1$, as for one projector with $q>0$, the denominator in (\ref{ray}) is at least $c^\dagger c$, and $\lambda_{\max}\le\varepsilon_0+a_{\max}$.

\textbf{How many eigenvalues can escape.} With $m$ projectors, consider vectors satisfying the $m$ conditions $\langle p_i|c\rangle=0$. For them $R(c)=c^\dagger(K+V)c/c^\dagger c$, which is at most the top of $K+V$. If $m+1$ eigenvalues lay above that value, their eigenvectors would span a space of dimension $m+1$ on which $R$ exceeds it everywhere. The $m$ conditions leave a nonzero vector in that space, a contradiction. At most $m$ eigenvalues therefore exceed the top of $K+V$. In the example one lies at 32.04 Ha and the next at 9.758 Ha.

\section{Lanczos in the $S$-inner product}

\subsection{The recurrence and the lower bound}

Let $B=S^{-1}\tilde H$ and $(x,y)=x^TSy$. Although $B$ is not a symmetric matrix, $(x,By)=x^T\tilde Hy=(Bx,y)$, so it is self-adjoint in this inner product. Start from $(v_1,v_1)=1$, set $\beta_0v_0=0$, and define
\begin{equation}
\beta_jv_{j+1}=Bv_j-\alpha_jv_j-\beta_{j-1}v_{j-1},\qquad \alpha_j=v_j^T\tilde Hv_j ,
\label{lan}
\end{equation}
with $\beta_j>0$ fixed by $(v_{j+1},v_{j+1})=1$. Earlier vectors need no subtraction: for $i<j-1$, $(v_i,Bv_j)=(Bv_i,v_j)=0$, because $Bv_i$ lies in the span of $v_1,\dots,v_{i+1}$. In finite precision this orthogonality decays, so the numbers below use explicit reorthogonalization.

For one projector $S^{-1}$ is cheap. Trying $S^{-1}=1-\kappa|p\rangle\langle p|$ gives
\begin{equation}
SS^{-1}=1+\left[q-\kappa(1+qn_p)\right]|p\rangle\langle p| ,
\end{equation}
hence $\kappa=q/(1+qn_p)$.

After $k$ steps the $\alpha_j$ and $\beta_1,\dots,\beta_{k-1}$ form a symmetric tridiagonal matrix $T_k$ with eigenvalues $\theta_i$. The largest, $\theta_{\max}$, is the maximum of $R$ over the span of $v_1,\dots,v_k$, so $\theta_{\max}\le\lambda_{\max}$. If $y$ is its unit eigenvector, the residual of $\sum_jy_jv_j$ has $S$-norm $\beta_k|y_k|$, and some eigenvalue lies within that distance of $\theta_{\max}$. It need not be the largest, so a small residual is no upper bound.

\subsection{An upper bound}

Let $P_j(x)=\det(x-T_j)$. Expanding along the last row gives
\begin{equation}
P_j=(x-\alpha_j)P_{j-1}-\beta_{j-1}^2P_{j-2}.
\end{equation}
Multiplying (\ref{lan}) by $\beta_1\cdots\beta_{j-1}$ produces the same recurrence for the vectors $\beta_1\cdots\beta_jv_{j+1}$, with $x$ replaced by $B$. By induction
\begin{equation}
\beta_1\cdots\beta_k\,v_{k+1}=P_k(B)v_1,\qquad P_k(x)=\prod_{i=1}^k(x-\theta_i).
\end{equation}
Take the $S$-inner product with the top eigenvector $u$, normalized to $(u,u)=1$. Since $B$ is self-adjoint, $P_k(B)$ acts on $u$ as $P_k(\lambda_{\max})$:
\begin{equation}
\beta_1\cdots\beta_k\,(u,v_{k+1})=P_k(\lambda_{\max})\,(u,v_1).
\end{equation}
The Cauchy--Schwarz inequality gives $|(u,v_{k+1})|\le1$. If $|(u,v_1)|\ge\delta>0$, then
\begin{equation}
P_k(\lambda_{\max})\le\frac{\beta_1\cdots\beta_k}{\delta}.
\end{equation}
Above $\theta_{\max}$ every factor of $P_k$ is positive and increasing. Therefore
\begin{equation}
\theta_{\max}\le\lambda_{\max}\le x_*,\qquad P_k(x_*)=\frac{\beta_1\cdots\beta_k}{\delta},\quad x_*>\theta_{\max}.
\label{upper}
\end{equation}
The root is found by bisection or a similar bracketing method.

\subsection{The overlap floor}

The overlap with $u$ is unknown, but a random start controls it. Draw $g$ with independent standard normal components and set $v_1=S^{-1/2}g/|g|$. Then $(v_1,v_1)=1$ and
\begin{equation}
(u,v_1)=(S^{1/2}u)^Tg/|g| .
\end{equation}
As $|S^{1/2}u|=1$, this is one component $z$ of a uniformly distributed unit vector in $N$ dimensions. Its density is $C(1-z^2)^{(N-3)/2}$: the slice at height $z$ has radius $\sqrt{1-z^2}$, hence area proportional to $(1-z^2)^{(N-2)/2}$, and the arc element is $dz/\sqrt{1-z^2}$. Normalization gives
\begin{equation}
C=\frac{\Gamma(N/2)}{\sqrt\pi\,\Gamma((N-1)/2)}\le\sqrt{\frac{N-1}{2\pi}} ,
\end{equation}
where log-convexity of the gamma function, $\Gamma(t+\tfrac12)\le\sqrt{\Gamma(t)\Gamma(t+1)}=\sqrt t\,\Gamma(t)$, was used with $t=(N-1)/2$. For $N\ge3$ the density is largest at $z=0$, so
\begin{equation}
{\rm Prob}(|z|<\delta)\le2\delta C\le\delta\sqrt{\frac{2(N-1)}{\pi}}\equiv\eta .
\end{equation}
For $\eta=10^{-3}$ and $N=341$ this gives $\delta=6.8\times10^{-5}$. The constant is for real vectors; complex ones have a different overlap distribution.

\subsection{The numbers}

For $q=-0.95$ and one random start, in Ha:

\begin{center}
\begin{tabular}{rrrr}
$k$ & $\theta_{\max}$ & $\theta_{\max}+\beta_k$ & $x_*$\\
2 & 13.43 & 25.44 & 742.59\\
4 & 32.03 & 34.60 & 64.93\\
6 & 32.04 & 34.63 & 34.25\\
8 & 32.04 & 33.95 & 32.07
\end{tabular}
\end{center}

After ten steps $x_*$ exceeds $\lambda_{\max}$ by less than $10^{-3}$ Ha. The convergence is fast because the outlier is well separated: each further factor $\lambda_{\max}-\theta_i$ from a Ritz value in the bulk is large compared with a typical $\beta_j$. The small $\delta$ makes $x_*$ poor at first, but here its influence is soon divided away. Without a separated outlier the bound tightens much more slowly: for $q=0$, where the top is 9.76 Ha, $x_*$ is typically 18.4, 12.2, 10.2 and 9.9 Ha after 6, 10, 20 and 30 steps.

The simpler estimate $\theta_{\max}+\beta_k$ has no such guarantee. At $k=2$ it lies below $\lambda_{\max}$. Over 300 random starts for each $k$, it fell short 281 times for $k=2$, 36 times for $k=3$, 4 times for $k=4$ and never for $k=6$; $x_*$ did not fall short in any of them.

A structured start can defeat it at larger $k$. By (\ref{x}) the outlier is proportional to $(\mu-A)^{-1}p$, which is even under inversion because $p$ and $A$ are. An odd start vector has zero overlap with it, and in exact arithmetic $B$ keeps the vectors odd. Eight steps from a random odd vector give $\theta_{\max}+\beta_k=11.9$ Ha, far below 32.04 Ha. The bound (\ref{upper}) does not apply either, as no $\delta>0$ exists. In double precision rounding seeds an even component that grows with each step, and the outlier typically appears after 16 to 20 steps.

\section{What a wrong edge does}

A Chebyshev filter of degree $m$ multiplies the component at eigenvalue $\lambda$ by $\mathcal T_m(t)$, where $\mathcal T_m$ is the Chebyshev polynomial and
\begin{equation}
t=\frac{2\lambda-b_+-b_-}{b_+-b_-}.
\end{equation}
Components between the edges $b_-$ and $b_+$ have $|t|\le1$ and are not amplified; those outside grow exponentially at large $m$, at a rate that increases with their distance from the interval. Take $m=8$ and $b_-=1$ Ha. With $b_+=E_{\rm cut}=10$ Ha,
\begin{align}
t(\varepsilon_0)&=\frac{-0.556-11}{9}=-1.28,\\
t(\lambda_{\max})&=\frac{64.08-11}{9}=5.90 .
\end{align}
The ground state is amplified in magnitude by 182 and the outlier by $1.8\times10^8$: the filter selects the wrong end of the spectrum. With $b_+=x_*$ from ten Lanczos steps the factors are 12.6 and 1.00. The wider interval weakens the amplification per degree, which is the price of a correct edge.
